\section*{Why a DLTS peak temperature depends on the emission-rate window}

\section*{Question}

Two laboratories examine diodes from the same n-type silicon wafer by deep-level transient spectroscopy (DLTS). Each fills the traps with a voltage pulse, samples the capacitance at two times after the pulse, and plots the difference against temperature. One uses sampling times of 1 and 10 ms, the other 10 and 100 ms. I have been treating the peak temperature as a constant of the defect, much like a melting point. If the two peaks lie at different temperatures, must the laboratories have found different defects? And if they lie at the same temperature in one common measurement, is it the same defect? What should be reported so that the results can be compared?

\section*{Answer}

Neither conclusion follows: different peak temperatures can come from one defect, and equal ones from two. The peak marks the temperature at which the trap empties at a rate chosen by the two sampling times. It belongs to the trap and the instrument setting together. What can be carried from one laboratory to another is the emission rate as a function of temperature.

I take one kind of electron trap, filled completely by the pulse, much less abundant than the donors, and at a steady temperature during each transient. The algebra is in atomic units, with $\tau=kT$. The trap lies an energy $E>0$ below the conduction band edge, which is the zero of energy.

\subsection*{How fast a trap empties}

In equilibrium, let $f$ be the probability that a trap is filled, $n$ the density of free electrons, $\sigma$ the capture cross-section and $\langle v\rangle$ the mean thermal speed. Emission must balance capture:
\begin{equation}
e_n f=\sigma\langle v\rangle n(1-f).
\end{equation}
With chemical potential $\mu$ and no extra degeneracy factor, $f=[1+\exp((-E-\mu)/\tau)]^{-1}$, so $(1-f)/f=\exp[(-E-\mu)/\tau]$. For a non-degenerate electron gas $n=N_c\exp(\mu/\tau)$. The chemical potential cancels:
\begin{equation}
e_n=\sigma\langle v\rangle N_c\exp(-E/\tau).
\end{equation}
This rate is then used in the depletion region, where few electrons are available for recapture. The effect of the electric field on it is estimated below.

The temperature dependence of the prefactor matters. The density of states is $\sqrt2\,m_d^{3/2}\sqrt\varepsilon/\pi^2$, hence
\begin{equation}
N_c=\frac{\sqrt2\,m_d^{3/2}}{\pi^2}\int_0^\infty\!\sqrt\varepsilon\,e^{-\varepsilon/\tau}d\varepsilon
=\frac{m_d^{3/2}\tau^{3/2}}{\sqrt2\,\pi^{3/2}},
\end{equation}
because the integral is $\sqrt\pi\,\tau^{3/2}/2$. Silicon has six ellipsoidal valleys, so $m_d=(36\,m_l m_t^2)^{1/3}$.

For the speed, put $u_i=\sqrt{m_i}\,v_i$. The energy is then $u^2/2$, the distribution of $\mathbf u$ is isotropic, and $\langle u\rangle=\sqrt{8\tau/\pi}$. If $c$ is the cosine of the angle between $\mathbf u$ and the valley axis, $v=u\sqrt{(1-c^2)/m_t+c^2/m_l}$. Averaging over directions gives
\begin{equation}
\langle v\rangle=\sqrt{\frac{8\tau}{\pi m_v}},\qquad
\frac1{\sqrt{m_v}}=\int_0^1\!\sqrt{\frac{1-c^2}{m_t}+\frac{c^2}{m_l}}\,dc .
\end{equation}
The product of $N_c$ and $\langle v\rangle$ has numerical factor $\sqrt8/(\sqrt2\,\pi^2)=2/\pi^2$, so
\begin{equation}
e_n=\frac{2}{\pi^2}\frac{m_d^{3/2}}{m_v^{1/2}}\,\sigma\tau^2e^{-E/\tau}
\equiv\gamma\sigma T^2e^{-E/kT}.
\label{rate}
\end{equation}
The rough masses $m_l=0.92$ and $m_t=0.19$ give $m_d=1.061$, $m_v=0.267$ and $\gamma=6.353\times10^{21}\ \mathrm{cm^{-2}\,s^{-1}\,K^{-2}}$.

\subsection*{What the instrument selects}

After the pulse, with recapture neglected, the filled-trap density obeys $\dot n_T=-e_nn_T$, so $n_T=N_t\exp(-e_nt)$. Take an acceptor trap: it is negative when filled and neutral when empty. The depletion charge density is $N_d-n_T$. If it is uniform over width $w$, integrating Poisson's equation twice gives a band bending $V=(N_d-n_T)w^2/(2\epsilon)$, where $\epsilon$ is the permittivity. For area $A$, the capacitance is
\begin{equation}
C=\frac{\epsilon A}{w}=A\sqrt{\frac{\epsilon(N_d-n_T)}{2V}}
\simeq C_\infty\left[1-\frac{N_t}{2N_d}e^{-e_nt}\right],
\end{equation}
to first order in $N_t/N_d$. Subtract the sample at $t_1$ from that at $t_2>t_1$, and divide by $C_\infty N_t/(2N_d)$:
\begin{equation}
S=e^{-e_nt_1}-e^{-e_nt_2}.
\end{equation}
If the trap is very slow, it has hardly emptied by $t_2$; if it is very fast, it is already empty at $t_1$. The signal is small in both cases. Between them,
\begin{equation}
\frac{dS}{de_n}=-t_1e^{-e_nt_1}+t_2e^{-e_nt_2}=0
\quad\Rightarrow\quad
e^*=\frac{\ln(t_2/t_1)}{t_2-t_1}.
\label{window}
\end{equation}
The derivative is positive below $e^*$ and negative above it, so this is the single maximum in $e_n$. Equation (\ref{rate}) also gives
\begin{equation}
\frac{d\ln e_n}{dT}=\frac2T+\frac{E}{kT^2}>0,
\label{slope}
\end{equation}
so each rate is reached at one temperature, and the scan has one peak, at $e_n(T_p)=e^*$.

The rate $e^*$ contains no defect property. Setting $r=t_2/t_1$ gives $e^*t_1=\ln r/(r-1)$ and the peak height
\begin{equation}
S_p=r^{-1/(r-1)}\left(1-\frac1r\right).
\end{equation}
The height in these normalized units depends on $r$ alone. As $r\to1$, $e^*\to1/t_1$ and the height goes to zero: two nearly coincident samples still select a rate, but give little signal.

\subsection*{Where the peak lies}

Let $x=E/(kT_p)$. Putting $T_p=E/(kx)$ into $e_n(T_p)=e^*$ gives
\begin{equation}
\gamma\sigma\frac{E^2}{k^2x^2}e^{-x}=e^*.
\end{equation}
Rearrange, take the positive square root and divide by two:
\begin{equation}
\frac x2e^{x/2}=\frac{E}{2k}\sqrt{\frac{\gamma\sigma}{e^*}}.
\end{equation}
The Lambert function $W$ is defined by $W(y)e^{W(y)}=y$. Therefore $x/2=W$, and
\begin{equation}
T_p=\frac{E}{2k\,W\!\left(\dfrac{E}{2k}\sqrt{\gamma\sigma/e^*}\right)}.
\label{peak}
\end{equation}
Inverting equation (\ref{slope}) gives the shift with the window:
\begin{equation}
\frac{dT_p}{d\ln e^*}=\frac{kT_p^2}{E+2kT_p}>0.
\label{shift}
\end{equation}
A faster window moves the peak to higher temperature. The relative change is $d\ln T_p/d\ln e^*=1/(2+E/kT_p)$. For a deep trap, $E\gg kT_p$, this is small. That is why a peak can seem nearly fixed when the window changes only a little, although no limiting constant temperature is involved.

For a single exponential transient, the sampling times themselves can change without moving the peak, provided $e^*$ stays the same. It is the selected rate that matters.

\subsection*{Numbers for a silicon diode}

Let trap A have $E=0.42$ eV and $\sigma=2\times10^{-15}\ \mathrm{cm^2}$. These are rough values in the regime of the singly charged divacancy acceptor. For sampling times of 1 and 10 ms,
\begin{equation}
e^*=\frac{\ln10}{0.009\ \mathrm s}=255.8\ \mathrm{s^{-1}}.
\end{equation}
Equation (\ref{peak}) gives $T_p=225.16$ K. As a direct check, $kT_p=0.01940$ eV and $E/kT_p=21.65$, so
\begin{equation}
e_n=(6.353\times10^{21})(2\times10^{-15})(225.16)^2e^{-21.65}
\simeq255\ \mathrm{s^{-1}},
\end{equation}
which equals the selected rate within the rounding of the exponent.

Keep $t_2/t_1=10$ and change both times together. Trap B in the table is a model trap in a separate sample, with $E=0.48$ eV and $\sigma=4\times10^{-14}\ \mathrm{cm^2}$.

\begin{center}
\begin{tabular}{cccc}
$t_1,t_2$ (ms) & $e^*$ (s$^{-1}$) & $T_A$ (K) & $T_B$ (K)\\
10, 100 & 25.6 & 205.11 & 207.95\\
1, 10 & 255.8 & 225.16 & 225.97\\
0.1, 1 & 2558.4 & 249.33 & 247.27
\end{tabular}
\end{center}

The hundredths of a kelvin serve to compare model results; they are not a claim about measurement accuracy. These temperatures were found by maximizing the calculated signal over temperature, and equation (\ref{peak}) reproduces each of them within $10^{-4}$ K.

In this model, your two laboratories would see the same trap A about 20 K apart. Equation (\ref{shift}) gives 9.52 K per unit of $\ln e^*$ at the middle peak, or $9.52\ln10\simeq21.9$ K per decade. The actual steps are 20.05 K downward and 24.17 K upward. They differ because the local slope grows with temperature:
\begin{equation}
\frac{d}{dT}\frac{kT^2}{E+2kT}=\frac{2kT(E+kT)}{(E+2kT)^2}>0.
\end{equation}

It also helps to hold the diode at 225.16 K and change only the sampling times. Trap A keeps emitting at 255.8 s$^{-1}$, but the signal changes:
\begin{align}
\text{10 and 100 ms:}\quad &e^{-2.558}-e^{-25.58}=0.077,\\
\text{1 and 10 ms:}\quad &e^{-0.2558}-e^{-2.558}=0.697,\\
\text{0.1 and 1 ms:}\quad &e^{-0.02558}-e^{-0.2558}=0.200.
\end{align}
In the slow setting most electrons have left before the first sample. In the fast setting most are still trapped at the second. The defect has not changed.

Now choose 2.709 and 5.419 ms. Their ratio is two, and $\ln2/(2.709\ \mathrm{ms})$ is again 255.8 s$^{-1}$ within the rounding of the times. The peak stays at 225.16 K, while its relative height falls from 0.697 to 0.250.

\subsection*{One temperature does not identify a trap}

A single peak gives one equation for two unknowns, $E$ and $\sigma$. Different traps can therefore share a peak temperature. Dividing their rates gives
\begin{equation}
\ln\frac{e_B}{e_A}=\ln\frac{\sigma_B}{\sigma_A}-\frac{E_B-E_A}{kT}.
\end{equation}
The rates are equal when
\begin{equation}
kT_\times=\frac{E_B-E_A}{\ln(\sigma_B/\sigma_A)}
=\frac{0.06\ \mathrm{eV}}{\ln20}\simeq0.0200\ \mathrm{eV},
\end{equation}
or $T_\times=232.42$ K. Both traps then emit at 536.2 s$^{-1}$, and a window set to that rate puts both peaks at this temperature.

Below $T_\times$, trap B is slower than A and must be warmer to reach a given slow rate. Above $T_\times$, B is faster and reaches a given fast rate at a lower temperature. The order of the peaks therefore reverses, as the table shows: A is 2.84 K below B in the slowest window and 2.06 K above it in the fastest. A crossing at positive temperature requires the trap with the larger $E$ also to have the larger $\sigma$.

These separations are small beside the full width of the middle A peak at half height, 28.8 K. The comparison is meant for separate samples, not as a claim that the two peaks could be resolved in one scan.

\subsection*{What to report instead}

Report the sampling times with every peak temperature, and measure with several values of $e^*$. Dividing equation (\ref{rate}) by $T^2$ and taking the logarithm gives
\begin{equation}
\ln\frac{e^*}{T_p^2}=\ln(\gamma\sigma)-\frac{E}{k}\frac1{T_p}.
\end{equation}
The slope against $1/T_p$ gives $E$, and the intercept gives $\sigma$ once $\gamma$ is stated. Using the slowest and fastest A peaks,
\begin{align}
E&=k\,\frac{\ln100-2\ln(249.33/205.11)}{1/205.11-1/249.33}\nonumber\\
&=(8.617\times10^{-5})\frac{4.605-0.390}{8.647\times10^{-4}}
\simeq0.420\ \mathrm{eV}.
\end{align}
A fit to all three peaks returns 0.4200 eV and $2.000\times10^{-15}\ \mathrm{cm^2}$. Two points determine a line whatever the physics; a third begins to test whether the rate law fits. To compare laboratories, put all their pairs $(T_p,e^*)$ on this plot and ask whether they share a line. A shared line supports a common defect but does not prove it: a trap with $E=0.44$ eV and the same middle peak as A would differ from A by only about 1 K in the slowest and fastest windows.

The factor $T^2$ should not be dropped. A plot of $\ln e^*$ alone has local slope $-(E+2kT)/k$ against $1/T$. For these three peaks it gives 0.459 eV, about 0.039 eV too high.

Even the fitted quantities are called apparent, for a reason. Suppose capture needs an activation energy $B$, so that $\sigma=\sigma_\infty\exp(-B/kT)$, and the ionization free energy is $H-Ts$, with constant enthalpy $H$ and entropy $s$. Replacing $E$ by this free energy gives
\begin{equation}
e_n=\gamma\left(\sigma_\infty e^{s/k}\right)T^2
\exp\left[-\frac{H+B}{kT}\right].
\end{equation}
The slope measures $H+B$, and the intercept contains $\sigma_\infty e^{s/k}$. A degeneracy ratio other than one would multiply the apparent cross-section too. With $H=0.42$ eV, $B=0.03$ eV, $s=2k$ and $\sigma_\infty=2\times10^{-15}\ \mathrm{cm^2}$, the fit gives 0.450 eV and $1.48\times10^{-14}\ \mathrm{cm^2}$. A good straight line thus does not by itself separate level depth from capture barrier; that needs a separate measurement of capture.

\subsection*{How far a real diode may depart from this}

Take $10^{15}\ \mathrm{cm^{-3}}$ donors, 1\% as many traps, and band bendings of 5.7 V during emission and 0.7 V during the pulse. These are round values for a lightly doped diode at 5 V reverse bias. The depletion widths are $w=2715$ nm and $w_p=951$ nm. All shifts below refer to trap A at fixed sampling times of 1 and 10 ms. The fastest window in the table additionally needs a capacitance meter that recovers within 0.1 ms.

\textbf{Finite trap density.} The next term in the expansion of the capacitance adds $(N_t/4N_d)(e^{-2e_nt_1}-e^{-2e_nt_2})$ to $S$. This term peaks at $e_n=e^*/2$, so it pulls the maximum to lower temperature, here by 0.01 K.

\textbf{Edge layer.} Near the depletion edge the trap level lies below the chemical potential, and traps stay filled. The thickness $\lambda$ of this layer follows from $N_d\lambda^2/(2\epsilon)=E-\tau\ln(N_c/N_d)$ and is 545 nm. If traps are filled from depth $a$ to the depletion edge, the bending is $[N_dw^2-N_t(w^2-a^2)]/(2\epsilon)$. Emission moves $a$ from $w_p-\lambda$ to $w-\lambda$ at fixed bending, so to first order the signal is proportional to
\begin{equation}
\frac{(w-\lambda)^2-(w_p-\lambda)^2}{w^2}
=\frac{(w-w_p)(w+w_p-2\lambda)}{w^2}.
\end{equation}
Warming reduces $\lambda$ and raises this amplitude, which shifts the peak by $+0.12$ K for a sharp edge without recapture. Recapture near the edge speeds the approach to equilibrium there and shifts the peak the other way by a comparable amount, so only the small size of this estimate should be trusted, not its sign.

\textbf{Tunnelling.} The largest field is $F=2V/w=0.042$ MV/cm. I assume that the field leaves the capture coefficient unchanged, so emission scales with the thermal electron density at the trap. Let $\beta=1/\tau$ and $H=p^2/2m+Fx$, with $x=i\,d/dp$. Applying $e^{-\beta H}$ to a state localized at $x=0$ gives the momentum function
\begin{equation}
\phi=\frac1{\sqrt{2\pi}}\exp\left[-\int_0^\beta\frac{(p-iFs')^2}{2m}ds'\right],
\end{equation}
as substitution in $\partial_\beta\phi=-H\phi$ confirms. Its value back at $x=0$ is
\begin{align}
\rho&=\frac1{2\pi}\int dp\,
\exp\left[-\frac{\beta p^2-iF\beta^2p-F^2\beta^3/3}{2m}\right]\nonumber\\
&=\sqrt{\frac{m}{2\pi\beta}}\exp\left(\frac{F^2\beta^3}{24m}\right),
\end{align}
after completing the square: $\beta p^2-iF\beta^2p=\beta(p-iF\beta/2)^2+F^2\beta^3/4$, which together with $-F^2\beta^3/3$ leaves $-F^2\beta^3/12$ in the numerator. The exponential is the enhancement over zero field. With the light mass 0.19 it is 1.041 at the middle peak, and the shift is $-0.39$ K. Within this model that figure is an upper estimate, because the emitting traps lie in a lower field and some valleys present a heavier mass. It is not a bound for a real defect. Capture at a deep level proceeds by emission of many phonons and depends on the electron energy, so the exponent becomes $F^2\tau_2^3/(3m)$, where the time $\tau_2$ equals $\beta/2$ only under the assumption made here and can be longer by a defect-dependent amount. The exponent can then be several times larger, and a change of bias is the practical test.

Within these simple models the sizes of the three shifts add to 0.5 K, against 44.2 K for the hundredfold change of window. Three other estimates at the middle peak are also small: about 0.1\% of donors are neutral, hole emission is about $2\times10^{-7}$ of electron emission if the prefactors are equal, and the filling time is 28 ns where the electron density equals $N_d$; the pulse must greatly exceed it. Filling out to $w_p-\lambda$, as the edge-layer formula assumes, is much slower: there the capture rate is only about $e_n$, so it takes a pulse of several milliseconds, and shorter pulses lower the amplitude by a few per cent.

The charge state can change this verdict. An acceptor leaves a neutral centre behind, whereas a donor leaves a positive one that attracts the departing electron. With relative permittivity $\kappa$, the potential energy along the easy direction is $-1/(\kappa r)-Fr$. Its maximum is at $r=1/\sqrt{\kappa F}$ and lies $2\sqrt{F/\kappa}$ below the original band edge. For $\kappa=11.7$ and the same largest field this is 0.0455 eV, and the calculated peak moves down by 22 K. This one-dimensional figure is an upper estimate within the barrier-lowering model: most traps lie in a lower field, and the barrier is lowered less in other directions. The actual shift is therefore smaller, but it can still be several kelvin, far more than the shifts found for the acceptor. For such a trap the bias and doping must be reported along with the window, and the rate law compared at equal field.

The remaining computed values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
masses: longitudinal 0.92, transverse 0.19 m_e
masses: density of states 1.061, speed 0.267 m_e
gamma = 6.353e+21 cm^-2 s^-1 K^-2
trap A: E = 0.42 eV, sigma = 2.0e-15 cm2
trap B: E = 0.48 eV, sigma = 4.0e-14 cm2
gates 10 and 100 ms: e* = 25.6 s^-1
  peak A 205.11 K, peak B 207.95 K, A-B -2.84 K
gates 1 and 10 ms: e* = 255.8 s^-1
  peak A 225.16 K, peak B 225.97 K, A-B -0.82 K
gates 0.1 and 1 ms: e* = 2558.4 s^-1
  peak A 249.33 K, peak B 247.27 K, A-B +2.06 K
total shift of peak A = 44.22 K
relative peak height, t2/t1 = 10: 0.6968
middle peak A: kT = 0.01940 eV, E/kT = 21.65
middle peak A: dT/d ln e* = 9.52 K
middle peak A: shift per decade = 21.92 K
middle peak A: full width at half height = 28.76 K
signal A at middle peak T, slow window: 0.0774
signal A at middle peak T, middle window: 0.6968
signal A at middle peak T, fast window: 0.2005
other gates, same e*: 2.709 and 5.419 ms
  peak A 225.16 K, relative height 0.2500
A and B coincide at 232.42 K, e* = 536.2 s^-1
Arrhenius A: E = 0.4200 eV, sigma = 2.000e-15 cm2
Arrhenius B: E = 0.4800 eV, sigma = 4.000e-14 cm2
Arrhenius A without T^2: E = 0.4589 eV
added capture barrier 0.03 eV, entropy 2 k
  apparent E = 0.4500 eV, sigma = 1.478e-14 cm2
donor density = 1.0e+15 cm^-3, trap/donor ratio = 0.01
band bending: pulse 0.7 V, reverse 5.7 V
depletion width = 2715 nm, at pulse 951 nm
filled edge layer = 545 nm
largest field = 0.0420 MV/cm
peak shift, finite trap density = -0.014 K
peak shift, edge layer = +0.124 K
tunnelling rate factor = 1.0412
peak shift, tunnelling = -0.385 K
sum of neglected shift sizes = 0.524 K
if a donor: barrier lowering = 0.0455 eV
if a donor: peak shift = -22.41 K
neutral donor fraction = 1.14e-03
hole/electron emission ratio, equal prefactors = 1.9e-07
trap filling time = 27.7 ns
\end{verbatim}
